# Testing the Finite-Difference Jacobian of an Electromigrating Step Train

A Jacobian of a step train can return plausible eigenvalues and still be wrong. A broken periodic closure changes the total length of the crystal, a wrong sign turns bunching into smoothing, and too small a difference step replaces derivatives by rounding noise. Even a correct Jacobian has a zero eigenvalue that could be misread as a mode on the verge of instability. Length conservation identifies that eigenvalue, and for a uniform train Fourier analysis predicts all the others.

## The terrace model

Straight parallel steps at \(x_n\) descend towards \(+x\). Terrace \(n\) has width \(l_n=x_{n+1}-x_n\). There are \(N\) terraces, repeated periodically, with total length \(Nl\). Let \(u\) be the adatom coverage, that is, concentration times the area \(\Omega\) per crystal atom. The flux in coverage units is

\[
j=D(fu-u'),\qquad f=\frac{Z^*eE}{k_BT},
\]

where \(D\) is the diffusion coefficient, \(Z^*\) the effective charge number and \(E\) the field. Positive \(f\) drives adatoms downhill.

A step moving at \(v_n\) receives adatoms from the upper terrace on its left and loses them to the lower terrace on its right. Fluxes relative to the moving step give

\[
v_n=(j^--v_nu^-)-(j^+-v_nu^+).
\]

Both coverages are close to the equilibrium value \(\theta\), so \(v_n(u^--u^+)\) is negligible and \(v_n=j^--j^+\).

Steps are impermeable and exchange adatoms equally with both sides at rate \(k\). With \(u_n^{eq}\) the equilibrium coverage at step \(n\), the conditions at the left and right edges of terrace \(n\) are

\[
j_L-\theta v_n=k(u_n^{eq}-u_L),\qquad
j_R-\theta v_{n+1}=k(u_R-u_{n+1}^{eq}).
\]

The terms in \(\theta v\) describe adatoms swept up by moving steps.

Adatoms adjust quasi-statically and desorb after a time \(\tau\), so \(j'=-u/\tau\simeq-s\) with \(s=\theta/\tau\). Measuring \(y\) from mid-terrace gives \(j=j_n-sy\). Integrating \(D(f\theta-u')=j_n-sy\) across the terrace removes the odd term:

\[
u_R-u_L=f\theta l_n-\frac{j_nl_n}{D}.
\]

Now add the two edge conditions. Since \(j_L+j_R=2j_n\),

\[
2j_n-\theta(v_n+v_{n+1})
=k\left(u_n^{eq}-u_{n+1}^{eq}+f\theta l_n-\frac{j_nl_n}{D}\right).
\]

Write \(u_n^{eq}=\theta e^{\epsilon_n}\simeq\theta(1+\epsilon_n)\), where \(\epsilon_n\) is the step chemical potential divided by \(k_BT\). Multiplying by the kinetic length \(d=D/k\) and collecting \(j_n\) gives

\[
(l_n+2d)j_n=D\theta(\epsilon_n-\epsilon_{n+1}+fl_n)
+d\theta(v_n+v_{n+1}). \tag{1}
\]

The flux is \(j_{n-1}-sl_{n-1}/2\) just left of step \(n\) and \(j_n+sl_n/2\) just right of it. Hence

\[
v_n=j_{n-1}-j_n-\frac{s}{2}(l_{n-1}+l_n). \tag{2}
\]

Equations (1) and (2) form a linear cyclic system for the velocities at given widths. The reduction requires \(fl\), \(fd\), \(l^2/(D\tau)\), \(ld/(D\tau)\) and \(\epsilon_n\) to be small.

Steps a distance \(r\) apart repel with energy \(G/r^2\) per unit length. Adding one atom advances unit length of step by \(\Omega\), so \(\epsilon_n=(\Omega/k_BT)\,\partial\mathcal E/\partial x_n\), where \(\mathcal E\) is the energy per length. Differentiating the pair energies up to the \(M\)-th neighbour gives

\[
\epsilon_n=\lambda^3\sum_{j=1}^{M}
\left[\frac1{(x_{n+j}-x_n)^3}-\frac1{(x_n-x_{n-j})^3}\right],
\qquad \lambda^3=\frac{2\Omega G}{k_BT}. \tag{3}
\]

## The zero mode

The widths obey \(\dot l_n=v_{n+1}-v_n\). Summed around the period, the velocities cancel in pairs, so \(\sum_n\dot l_n=0\) for any set of widths. Differentiating with respect to \(l_m\) gives

\[
\sum_nJ_{nm}=0,\qquad J_{nm}=\frac{\partial\dot l_n}{\partial l_m}.
\]

Every column sums to zero. The row vector of ones is a left eigenvector with eigenvalue zero, whether or not the train is uniform.

The right eigenvector needs a separate argument. If all widths of a uniform train grow by the same amount, the train stays uniform, all velocities stay equal, and every \(\dot l_n\) remains zero. The uniform column vector is then a right null vector. This mode leads to a neighbouring train of different total length, so perturbations at fixed length exclude it. It is not a bunching mode at threshold.

Step positions give the same spectrum. Let \(V=\partial v/\partial l\), and let \(T\) map position changes to width changes. The width Jacobian is \(TV\) and the position Jacobian is \(VT\). These products share their nonzero eigenvalues, because \(TVa=\sigma a\) implies \(VT(Va)=\sigma(Va)\), and conversely. In position variables the right null vector of ones is a rigid translation.

## Fourier growth rates

Perturb the uniform train by \(\delta l_n=e^{iqn+\sigma t}\), with \(q=2\pi m/N\) and \(m=1,\ldots,N-1\). Let \(j_q\) and \(v_q\) be the flux and velocity amplitudes. The width equation gives \(\sigma=(e^{iq}-1)v_q\), and (2) gives

\[
v_q=(e^{-iq}-1)j_q-\frac{s}{2}(1+e^{-iq}).
\]

Multiply by \(e^{iq}-1\). The first product is \((e^{iq}-1)(e^{-iq}-1)=2-2\cos q\equiv\Lambda\). The second is \((e^{iq}-1)(1+e^{-iq})=2i\sin q\). Therefore

\[
\sigma=\Lambda j_q-is\sin q. \tag{4}
\]

For the repulsion, \(\delta(r^{-3})=-3r^{-4}\delta r\) with \(r=jl\). Equation (3) becomes

\[
\delta\epsilon_n=-\frac{3\lambda^3}{l^4}\sum_{j=1}^M
\frac{\delta x_{n+j}-2\delta x_n+\delta x_{n-j}}{j^4}
=\frac{3\lambda^3R}{l^4}\delta x_n,
\qquad R=\sum_{j=1}^M\frac{2-2\cos jq}{j^4}.
\]

Subtracting the same expression for step \(n+1\) gives \(\delta(\epsilon_n-\epsilon_{n+1})=-(3\lambda^3R/l^4)\,\delta l_n\).

The uniform train has \(v_0=-sl\), and (1) gives its flux,

\[
j_0=\frac{D\theta fl-2d\theta sl}{l+2d}.
\]

Linearizing (1), including the change of \(l_n+2d\) on its left side, yields

\[
(l+2d)j_q+j_0=D\theta\left(f-\frac{3\lambda^3R}{l^4}\right)
+d\theta(1+e^{iq})v_q. \tag{5}
\]

Two substitutions remain. First,

\[
\frac{D\theta f-j_0}{l+2d}
=\frac{2dD\theta f+2d\theta sl}{(l+2d)^2}
=B+\frac{\eta sl}{l+2d},
\]

\[
B=\frac{2dD\theta f}{(l+2d)^2},\qquad
\eta=\frac{2d\theta}{l+2d}.
\]

Second, \((1+e^{iq})v_q=\sigma(1+e^{iq})/(e^{iq}-1)=-i\sigma\cot(q/2)\). Since \(\Lambda=4\sin^2(q/2)\), we have \(\Lambda\cot(q/2)=2\sin q\). Inserting \(j_q\) from (5) into (4), the swept-adatom term becomes \(-i\eta\sigma\sin q\). Moving it to the left gives

\[
\boxed{\sigma(q)=\frac{\Lambda\left[B+\eta sl/(l+2d)-KR\right]-is\sin q}
{1+i\eta\sin q}},\qquad
K=\frac{3D\theta\lambda^3}{l^4(l+2d)}. \tag{6}
\]

For \(f>0\), a wide terrace carries more downhill flux than a narrow one. The step at its upper edge loses more adatoms and retreats, while the step at its lower edge gains more and advances, so the wide terrace widens further. Repulsion opposes this, most strongly at short wavelength.

**Long waves.** As \(q\to0\), \(R\) vanishes as \(q^2\), and the real part of (6) becomes

\[
\operatorname{Re}\sigma\simeq q^2\left(B+\frac{\eta sl}{l+2d}-\eta s\right)
=q^2\left(B-\frac{2d\,\eta s}{l+2d}\right).
\]

For \(d>0\), substituting \(B\) and \(\eta\) turns the instability condition into \(Df>2ds\). In this long-wave limit, sublimation combined with sweeping is weakly stabilizing.

**Fast attachment.** As \(d\to0\), both \(B\) and \(\eta\) vanish, and \(\sigma=-K\Lambda R-is\sin q\). The coverage at each step is then pinned to equilibrium. To this order the drift flux no longer depends on terrace width, and the mechanism disappears.

## Differences, pairing and errors

Column \(m\) of the Jacobian is computed by changing one width by \(\pm h\):

\[
J_{nm}\simeq\frac{\dot l_n(l_m+h)-\dot l_n(l_m-h)}{2h}.
\]

The total length changes in this operation, as it must if the zero mode is to be probed. The column sums vanish apart from rounding, because \(\sum_n\dot l_n=0\) at both displaced points.

For a function \(F\), the Taylor series gives a truncation error \(h^2F'''/6\). The repulsion dominates it here. For \(F=r^{-3}\), \(F'=-3r^{-4}\) and \(F'''=-60r^{-6}\), so the relative error is \(10h^2/(3r^2)\). With \(r=jl\), and neglecting the variation of \(l_n+2d\) and the small sweeping factor,

\[
\delta\sigma\simeq-\frac{10h^2}{3l^2}K\Lambda R_6,\qquad
R_6=\sum_{j=1}^M\frac{2-2\cos jq}{j^6}. \tag{7}
\]

The Jacobian of the uniform train is circulant, so Fourier vectors diagonalize it by a unitary matrix. If \(J+\Delta\) has eigenvalue \(\mu\) with unit vector \(a\), then \((J-\mu)a=-\Delta a\). In the Fourier basis the left side has norm at least \(\min_q|\sigma(q)-\mu|\), so some exact eigenvalue lies within \(\|\Delta\|_2\) of \(\mu\). Small matrix errors are not amplified.

The comparison proceeds as follows:

1. Compute all eigenvalues and remove the one nearest zero.
2. Pair the other \(N-1\) with (6) one to one, minimizing the summed distance in the complex plane.
3. Apply \(J\) to each Fourier vector and compare with \(\sigma(q)\) times that vector. This fixes which \(q\) belongs to which eigenvalue.

## Twelve steps on heated silicon

The example takes rough values for Si(111) heated by direct current at 1200 K: \(l=30\) nm, \(D=5\times10^{-7}\) cm²/s, \(\theta=0.1\), \(\tau=1000\) s, \(d=500\) nm, \(Z^*=0.1\), \(E=5\) V/cm and \(G=0.04\) eV nm. The field drives adatoms downhill. With \(N=12\) and \(M=8\), and all rates in \(10^{-3}\) s⁻¹,

\[
B=2.279,\quad K=0.888,\quad s=0.100,\quad \eta=0.0971.
\]

For \(m=2\), \(q=60^\circ\), so \(\Lambda=1\) and \(R=1.251\). The bracket in (6) is \(2.279+0.0003-1.111=1.168\), and

\[
\sigma=\frac{1.168-0.0866i}{1+0.0841i}=1.153-0.184i.
\]

| \(m\) | Re \(\sigma\) | Im \(\sigma\) |
|---|---:|---:|
| 1 | 0.517 | −0.075 |
| 2 | 1.153 | −0.184 |
| 3 | 0.492 | −0.148 |
| 4 | −1.698 | 0.056 |
| 5 | −4.196 | 0.154 |
| 6 | −5.294 | 0.000 |

Modes \(m\) and \(12-m\) are complex conjugates. The fastest allowed mode has a wavelength of 180 nm and an e-folding time of 868 s, or 14.5 min. The sign change between \(m=3\) and \(m=4\) follows from \(R\), which rises from 2.28 to 3.21 and passes \(B/K=2.57\).

With \(h=0.003\) nm, the largest eigenvalue error is \(9.0\times10^{-8}\) of the largest \(|\sigma|\), and the largest Fourier-vector residual is the same. The zero eigenvalue is \(8\times10^{-17}\) on that scale. For a train with randomly disturbed widths, the largest column sum is \(1.3\times10^{-13}\) of the largest matrix entry, whereas the largest row sum is 1.1. This separates the general left null vector from the right one of the uniform train. If the far end of the last terrace is instead made to move at the fixed speed \(-sl\), length is no longer conserved, and the smallest \(|\sigma|\) becomes \(0.016\times10^{-3}\) s⁻¹.

For \(h=0.6\) nm and \(m=6\), equation (7) predicts a relative error of

\[
\frac{(10/3)(0.02)^2\times0.888\times4\times4.006}{5.294}
=3.6\times10^{-3}.
\]

The measured value is \(3.6\times10^{-3}\), and halving \(h\) reduces it by 4.00. Equation (7) is less accurate for longer waves: its magnitude falls short of the real part of the error by about 3% at \(m=2\) and 11% at \(m=1\). At \(h=3\times10^{-10}\) nm the error has risen to \(2.5\times10^{-5}\). The rounding errors of the computed velocities, divided by \(2h\), now dominate. Inexact widths are not the main cause: at \(h=2^{-32}\) nm, where \(30\pm h\) is stored exactly, the error is still a few times \(10^{-5}\). The leading digit of these rounding-limited errors depends on the order of the arithmetic. If rounding scales as \(1/h\), balancing it against truncation puts the best step near \(10^{-4}\) nm.

Two further tests leave the linearized formula aside. Integrating the nonlinear width equations for 500 s, from a 0.01 nm modulation with \(m=2\), gives \(1.153-0.184i\). A Jacobian built from the full drift–diffusion–desorption solution on each terrace, with \(h=0.03\) nm, differs from (6) by \(8.7\times10^{-6}\) of the largest \(|\sigma|\). Truncation alone should contribute about \(9\times10^{-6}\) at this \(h\), so this comparison does not isolate the error of the reduced model.

The same full solution tests the mechanism. With the other inputs fixed, reversing the field makes the largest real part among the nonzero modes \(-0.70\times10^{-3}\) s⁻¹. Setting \(d=0\) instead makes it \(-3.1\times10^{-3}\) s⁻¹.

## What limits the physical prediction

Some physical choices matter far more than the numerical error. For \(m=2\), keeping nearest-neighbour repulsion alone raises the growth rate to \(1.37\times10^{-3}\) s⁻¹, which is 19% too high relative to \(M=8\). Extending \(M\) from 8 to 16 lowers it by 0.09%. Omitting swept adatoms changes the real part by 1.3% but cuts the magnitude of the imaginary part from 0.184 to \(0.087\times10^{-3}\) s⁻¹.

On real Si(111), current in the step-down direction causes bunching in this temperature range, and the model's sign agrees. Its rate is far less certain, because \(d\) is poorly known. Reducing \(d\) to 50 nm, with the other inputs fixed, raises the \(m=2\) rate to \(5.5\times10^{-3}\) s⁻¹. Unequal attachment from the two sides would also let sublimation act on the bunching. In the extreme case one edge of each terrace supplies all the atoms that sublimate from it. If that is the upper edge, \(v_n=-sl_n\) replaces the symmetric sublimation term in (2), which, with sweeping neglected, adds \(s\Lambda/2\) to the real part of \(\sigma\); if it is the lower edge, the same amount is subtracted. This direct effect of sublimation shifts the bracket in (6) by at most about \(s/2\), or 2% of \(B\). The sum of the two kinetic lengths matters far more than their inequality. Raising the kinetic length on just one side of each step to 5000 nm lowers the \(m=2\) rate to below \(0.3\times10^{-3}\) s⁻¹, mainly because the sum grows. Dividing the original sum of 1000 nm unequally between the two sides changes that rate by less than 10%. Adatom relaxation takes \(ld/(2D)=1.5\times10^{-4}\) s, so the quasi-static assumption is safe here.

Real steps are not straight. Two fixed neighbours confine a step with spring constant \(\kappa=12G/l^4\) per length, because \(G/r^2\) has second derivative \(6G/r^4\). For step stiffness \(\beta\), equipartition over wave numbers \(p\) along the step gives

\[
\langle w^2\rangle=\int_{-\infty}^{\infty}\frac{dp}{2\pi}
\frac{k_BT}{\beta p^2+\kappa}=\frac{k_BT}{2\sqrt{\beta\kappa}}.
\]

In this harmonic approximation, a rough \(\beta=0.3\) eV/nm gives an rms displacement of 11 nm, or \(0.37\,l\). Averaging \(r^{-4}\) over such displacements adds, at second order, \(10\times0.37^2\simeq1.4\) to a factor of one. The expansion is not converged. With the full repulsion from two fixed neighbours, the rms displacement falls to 8.4 nm, but the average of \((l/r)^4\) is about 4.8. Wandering therefore cannot be ignored, and \(G\) must be read as an effective free-energy coefficient that already includes it. The average 4.8 is not itself the factor that multiplies \(K\), because the neighbours wander too. When all steps wander with inverse-square repulsion of unlimited range, the problem is exactly solvable. The long-wave repulsion is then raised by \(\nu^2/A\), where \(A=G\beta/(k_BT)^2\) and \(\nu(\nu-1)=A\) with \(\nu>1\). If 0.04 eV nm were the bare value, this factor would be about 2.5. Applied to \(K\) as a rough guide, it would make \(m=2\) decay and leave \(m=1\) growing. The result is thus sensitive to this reading: merely doubling \(K\) would reduce the bracket in (6) for \(m=2\) from 1.17 to about 0.06, almost stopping the growth of that mode. The train would remain unstable, with \(m=1\) now the fastest mode at about \(0.43\times10^{-3}\) s⁻¹.

## Table of computed values

```
steps N = 12; interaction range M = 8 neighbours
temperature = 1200 K; kT = 0.10341 eV
mean terrace width l = 30.0 nm; step height = 0.3135 nm
miscut = 0.599 degrees
lattice constant = 0.543 nm; area Omega = 0.06384 nm^2
rough D = 5.0e-07 cm^2/s; adatom coverage = 0.10
rough desorption time = 1000 s; kinetic length d = 500 nm
rough effective charge = 0.10 e; field = 5.0 V/cm
rough repulsion G = 0.040 eV nm; lam3 = 0.04939 nm^3
f = 4.8352e-07 1/nm; f*l = 1.451e-05; f*d = 2.418e-04
desorption length = 223.6 um
l*d/(D*tau) = 3.00e-07; lam3/l^3 = 1.83e-06
B = 2.27883, K = 0.88792, s = 0.10000 (1e-3/s)
eta = 0.09709; K/B = 0.3896
m, q(deg), formula Re Im, Jacobian Re Im (all rates 1e-3/s)
 1    30   0.517059  -0.075100   0.517059  -0.075100
 2    60   1.152578  -0.183511   1.152578  -0.183511
 3    90   0.491733  -0.147741   0.491733  -0.147741
 4   120  -1.697990   0.056165  -1.697990   0.056165
 5   150  -4.196163   0.153697  -4.196163   0.153697
 6   180  -5.294363   0.000000  -5.294363   0.000000
modes m and N-m are complex conjugates; errors below / max |sigma|
max |sigma| = 5.29436 (1e-3/s)
zero eigenvalue = 8.0e-17; uniform row sum = 1.2e-13
worst nonzero eigenvalue error = 9.04e-08
worst Fourier-vector residual = 9.04e-08
disturbed train, / largest entry: column sum 1.3e-13, row 1.116
closure cut: smallest |eigenvalue| = 0.01560 (1e-3/s)
difference step 6.0e-01 nm: eigenvalue error 3.62e-03
difference step 3.0e-01 nm: eigenvalue error 9.04e-04
difference step 3.0e-03 nm: eigenvalue error 9.04e-08
difference step 3.0e-10 nm: eigenvalue error 2.50e-05
error ratio on halving the step 0.6 nm = 4.0025
complete terrace problem: eigenvalue difference = 8.65e-06
field reversed: largest nonzero-mode Re = -0.70129 (1e-3/s)
d = 0: largest nonzero-mode Re = -3.08943 (1e-3/s)
fastest m = 2; wavelength = 180.0 nm
its e-folding time = 867.6 s = 14.46 min
time evolution over 500 s: Re 1.152578, Im -0.183511 (1e-3/s)
fastest m, nearest neighbours only: Re = 1.374191 (1e-3/s)
fastest m, range 8 to 16: Re shift = -1.07e-03 (1e-3/s)
fastest m, swept adatoms omitted: Re 1.167725, Im -0.086603 (1e-3/s)
fastest m, d = 50 nm: Re = 5.473737 (1e-3/s)
attachment asymmetry in sublimation: at most 0.0219 of B
rough step stiffness = 0.30 eV/nm
thermal step wandering = 11.07 nm = 0.369 l
adatom relaxation = 1.50e-04 s; times max |sigma| = 7.9e-07
```
